# Low-field level crossings of a spin-3/2 silicon vacancy: test program

```python
"""Level crossings of an axial spin-3/2 centre in a field along its axis.

Result under test: H/h = D (Sz^2 - 5/4) + gamma B Sz has exactly two
crossings at B > 0, at gamma B = |D| and gamma B = 2|D|.
D: axial parameter (MHz); the zero-field splitting is 2|D|.
gamma = g muB / h (MHz/mT); B: field (mT). Energies are in MHz.
Also tested: gaps opened by a tilted field, and the effect of one
spin-1/2 nucleus with isotropic coupling A (MHz).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar


def spin_matrices(s):
    m = np.arange(s, -s - 1, -1)
    raising = np.diag(np.sqrt(s * (s + 1) - m[1:] * (m[1:] + 1)), 1)
    sx = (raising + raising.T) / 2
    sy = (raising - raising.T) / 2j
    return sx, sy, np.diag(m)


SX, SY, SZ = spin_matrices(1.5)
ONE = np.eye(4)
assert np.allclose(SX @ SY - SY @ SX, 1j * SZ)
assert np.allclose(SX @ SX + SY @ SY + SZ @ SZ, 3.75 * ONE)

# Rough model inputs in the regime of a silicon vacancy in 4H-SiC
splitting = 70.0
g_factor = 2.0
gamma_per_g = const.value("Bohr magneton") / const.h * 1e-9
gamma = g_factor * gamma_per_g
D = splitting / 2
B1, B2 = D / gamma, 2 * D / gamma

# An oblique axis makes the diagonalization non-trivial
S_axis = (SX + 2 * SY + 2 * SZ) / 3


def aligned_hamiltonian(field, d):
    return d * (S_axis @ S_axis - 1.25 * ONE) + gamma * field * S_axis


def find_crossings(d, top=20.0):
    def smallest_gap(field):
        levels = np.linalg.eigvalsh(aligned_hamiltonian(field, d))
        return np.min(np.diff(levels))

    fields = np.linspace(0.05, top, 4001)
    gaps = np.array([smallest_gap(b) for b in fields])
    found = []
    for i in range(1, len(fields) - 1):
        if gaps[i] < gaps[i - 1] and gaps[i] <= gaps[i + 1]:
            fit = minimize_scalar(smallest_gap, method="bounded",
                                  bounds=(fields[i - 1], fields[i + 1]),
                                  options={"xatol": 1e-10})
            if fit.fun < 1e-4:
                found.append(fit.x)
    return np.array(found)


zero_levels = np.linalg.eigvalsh(aligned_hamiltonian(0.0, D))
assert np.allclose(zero_levels[2:] - zero_levels[:2], splitting)
crossings = find_crossings(D)
crossings_negative = find_crossings(-D)
for result in (crossings, crossings_negative):
    assert len(result) == 2
    assert np.allclose(result, [B1, B2], rtol=0, atol=1e-5)

# All crossings at any field: zeros of the discriminant, x = gamma B / D
x, energy = sp.symbols("x energy")
r = sp.sqrt(3) / 2
sx_exact = sp.Matrix([[0, r, 0, 0], [r, 0, 1, 0], [0, 1, 0, r], [0, 0, r, 0]])
scaled = sx_exact**2 - sp.Rational(5, 4) * sp.eye(4) + x * sx_exact
char_poly = sp.expand(scaled.charpoly(energy).as_expr())
disc = sp.factor(sp.discriminant(char_poly, energy))
all_roots = sp.roots(sp.Poly(disc, x))
assert set(all_roots) == {-2, -1, 0, 1, 2}
assert sum(all_roots.values()) == sp.Poly(disc, x).degree()


def projections(field):
    vectors = np.linalg.eigh(aligned_hamiltonian(field, D))[1]
    return np.real(np.diag(vectors.conj().T @ S_axis @ vectors))


# Spin projections of the partners just below each crossing
partners1 = projections(0.99 * crossings[0])[1:3]
partners2 = projections(0.99 * crossings[1])[0:2]
assert np.allclose(partners1, [0.5, -1.5])
assert np.allclose(partners2, [-0.5, -1.5])
levels1 = np.linalg.eigvalsh(aligned_hamiltonian(crossings[0], D))
levels2 = np.linalg.eigvalsh(aligned_hamiltonian(crossings[1], D))


def levels_with_transverse(b_parallel, b_perp):
    h = D * (SZ @ SZ - 1.25 * ONE) + gamma * (b_parallel * SZ + b_perp * SX)
    return np.linalg.eigvalsh(h)


def minimum_gap(path, lower, centre):
    def gap(field):
        levels = levels_with_transverse(*path(field))
        return levels[lower + 1] - levels[lower]

    fit = minimize_scalar(gap, method="bounded",
                          bounds=(0.85 * centre, 1.15 * centre),
                          options={"xatol": 1e-10})
    return fit.fun


def tilt_gaps(degrees):
    t = np.radians(degrees)

    def path(field):
        return field * np.cos(t), field * np.sin(t)

    return minimum_gap(path, 1, B1), minimum_gap(path, 0, B2)


tilt1, tilt5 = tilt_gaps(1.0), tilt_gaps(5.0)
tangent = np.tan(np.radians(1.0))
assert np.isclose(tilt1[0], np.sqrt(3) * D * tangent**2, rtol=0.01)
assert np.isclose(tilt1[1], 2 * np.sqrt(3) * D * tangent, rtol=0.01)

stray = 0.05
stray_gap1 = minimum_gap(lambda b: (b, stray), 1, B1)
stray_gap2 = minimum_gap(lambda b: (b, stray), 0, B2)
stray_mhz = gamma * stray
assert np.isclose(stray_gap1, np.sqrt(3) * stray_mhz**2 / D, rtol=0.02)
assert np.isclose(stray_gap2, np.sqrt(3) * stray_mhz, rtol=0.02)

# One spin-1/2 nucleus; the total projection is conserved
IX, IY, IZ = spin_matrices(0.5)
contact = sum(np.kron(a, b) for a, b in ((SX, IX), (SY, IY), (SZ, IZ)))
total_z = np.kron(SZ, np.eye(2)) + np.kron(ONE, IZ)
assert np.allclose(contact @ total_z, total_z @ contact)


def sector_levels(field, coupling, total_m):
    electron = D * (SZ @ SZ - 1.25 * ONE) + gamma * field * SZ
    h = np.kron(electron, np.eye(2)) + coupling * contact
    index = np.where(np.isclose(np.diag(total_z), total_m))[0]
    return np.linalg.eigvalsh(h[np.ix_(index, index)])


def first_crossing_with_nucleus(coupling, nucleus_up):
    def difference(field):
        if nucleus_up:
            return (sector_levels(field, coupling, -1)[1]
                    - sector_levels(field, coupling, 1)[0])
        return (sector_levels(field, coupling, -2)[0]
                - sector_levels(field, coupling, 0)[1])

    return brentq(difference, 0.5 * B1, 1.5 * B1, xtol=1e-12)


weak = 0.1
for up, sign in ((True, -1), (False, 1)):
    shift = gamma * (first_crossing_with_nucleus(weak, up) - B1)
    assert np.isclose(shift, sign * weak / 2, rtol=0.02)

A = 9.0
nuclear_up = first_crossing_with_nucleus(A, True)
nuclear_down = first_crossing_with_nucleus(A, False)
nuclear_fit = minimize_scalar(
    lambda b: np.diff(sector_levels(b, A, -1))[0],
    method="bounded", bounds=(0.5 * B2, 1.3 * B2), options={"xatol": 1e-10})
assert np.isclose(nuclear_fit.fun, np.sqrt(3) * A, rtol=1e-6)
assert np.isclose(nuclear_fit.x, (2 * D - A) / gamma, atol=1e-4)

# Rough natural abundances; 12 silicon and 4 carbon neighbours
si29, c13 = 0.047, 0.011
nuclear_free = (1 - si29)**12 * (1 - c13)**4
g_free = abs(const.value("electron g factor"))
gamma_free = g_free * gamma_per_g
temperature = 300.0
thermal_ratio = const.h * splitting * 1e6 / (const.k * temperature)
excited_splitting = 400.0
excited = find_crossings(excited_splitting / 2)
assert len(excited) == 2


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("zero-field splitting 2D (rough input)", splitting, "MHz")
show("axial parameter D", D, "MHz")
show("g factor (rough input)", g_factor)
show("gamma = g muB/h", gamma, "MHz/mT", 5)
show("first crossing, from diagonalization", crossings[0], "mT")
show("second crossing, from diagonalization", crossings[1], "mT")
show("first crossing for D < 0", crossings_negative[0], "mT")
show("second crossing for D < 0", crossings_negative[1], "mT")
print("discriminant zeros gamma B/D:", sorted(int(v) for v in all_roots))
print("partners m at first crossing:", np.round(partners1, 3))
print("partners m at second crossing:", np.round(partners2, 3))
print("levels at first crossing (MHz):", np.round(levels1, 2))
print("levels at second crossing (MHz):", np.round(levels2, 2))
show("gap at first crossing, tilt 1 degree", tilt1[0], "MHz", 3)
show("gap at second crossing, tilt 1 degree", tilt1[1], "MHz", 3)
show("gap at first crossing, tilt 5 degrees", tilt5[0], "MHz", 3)
show("gap at second crossing, tilt 5 degrees", tilt5[1], "MHz", 3)
show("transverse stray field (rough input)", stray, "mT")
show("stray-field gap at first crossing", stray_gap1, "MHz", 3)
show("stray-field gap at second crossing", stray_gap2, "MHz", 3)
show("silicon-29 coupling A (rough input)", A, "MHz")
show("first crossing, nucleus up", nuclear_up, "mT", 3)
show("first crossing, nucleus down", nuclear_down, "mT", 3)
show("nuclear gap near second crossing", nuclear_fit.fun, "MHz", 3)
show("field of that nuclear gap", nuclear_fit.x, "mT", 3)
show("silicon-29 abundance (rough input)", 100 * si29, "%", 2)
show("carbon-13 abundance (rough input)", 100 * c13, "%", 2)
show("centres without such nuclei nearby", 100 * nuclear_free, "%", 2)
show("free-electron g factor", g_free, "", 6)
show("first crossing with free-electron g", D / gamma_free, "mT")
show("second crossing with free-electron g", 2 * D / gamma_free, "mT")
show("temperature", temperature, "K")
show("splitting divided by kT", thermal_ratio, "", 3)
show("excited-state splitting (rough input)", excited_splitting, "MHz")
show("excited-state first crossing", excited[0], "mT", 2)
show("excited-state second crossing", excited[1], "mT", 2)
print("no test failed")
```

Printed output:

```
zero-field splitting 2D (rough input): 70 MHz
axial parameter D: 35 MHz
g factor (rough input): 2
gamma = g muB/h: 27.992 MHz/mT
first crossing, from diagonalization: 1.25 mT
second crossing, from diagonalization: 2.501 mT
first crossing for D < 0: 1.25 mT
second crossing for D < 0: 2.501 mT
discriminant zeros gamma B/D: [-2, -1, 0, 1, 2]
partners m at first crossing: [ 0.5 -1.5]
partners m at second crossing: [-0.5 -1.5]
levels at first crossing (MHz): [-52.5 -17.5 -17.5  87.5]
levels at second crossing (MHz): [-70. -70.  -0. 140.]
gap at first crossing, tilt 1 degree: 0.0185 MHz
gap at second crossing, tilt 1 degree: 2.12 MHz
gap at first crossing, tilt 5 degrees: 0.458 MHz
gap at second crossing, tilt 5 degrees: 10.5 MHz
transverse stray field (rough input): 0.05 mT
stray-field gap at first crossing: 0.0967 MHz
stray-field gap at second crossing: 2.42 MHz
silicon-29 coupling A (rough input): 9 MHz
first crossing, nucleus up: 1.14 mT
first crossing, nucleus down: 1.38 mT
nuclear gap near second crossing: 15.6 MHz
field of that nuclear gap: 2.18 mT
silicon-29 abundance (rough input): 4.7 %
carbon-13 abundance (rough input): 1.1 %
centres without such nuclei nearby: 54 %
free-electron g factor: 2.00232
first crossing with free-electron g: 1.249 mT
second crossing with free-electron g: 2.498 mT
temperature: 300 K
splitting divided by kT: 1.12e-05
excited-state splitting (rough input): 400 MHz
excited-state first crossing: 7.1 mT
excited-state second crossing: 14 mT
no test failed
```
